# Bound states and absorption edge of the two-dimensional hydrogenic exciton

## Problem

Light creates an electron and a hole in a layer so thin that both move in a plane. Their relative motion has reduced mass \(\mu\), and they attract each other through the potential \(-1/(\varepsilon r)\), with a constant \(\varepsilon\). The gap is direct, with isotropic parabolic bands, and the optical transition is dipole-allowed.

1. Find the bound-state energies and their degeneracies.
2. Find the strengths of the absorption lines.
3. Find the ratio of the absorption above the gap to that of a non-interacting pair, and its limit at the edge.
4. Evaluate the results for \(\mu=0.1\) electron masses, \(\varepsilon=5\) and a gap \(E_g=2\) eV. These are round model parameters.

Atomic units are used in the algebra. Energies \(E\) are measured from the gap, and spin is left out of all counts.

## From the Bethe-Salpeter equation to a planar atom

In the Tamm-Dancoff form, an exciton with zero total momentum is a superposition of vertical electron-hole pairs with amplitudes \(\phi(\mathbf k)\). We neglect electron-hole exchange, use static screening, and set the overlaps of the Bloch functions in the attraction to one. A pair costs \(E_g+k^2/(2\mu)\), so

\[
\frac{k^2}{2\mu}\phi(\mathbf k)-\int\!\frac{d^2q}{(2\pi)^2}\,W(|\mathbf k-\mathbf q|)\,\phi(\mathbf q)=E\,\phi(\mathbf k).
\]

Here \(W\) is the planar Fourier transform of \(1/(\varepsilon r)\). The angular integral gives a Bessel function, and \(\int_0^\infty J_0(x)\,dx=1\), so

\[
W(q)=\frac{2\pi}{\varepsilon}\int_0^\infty J_0(qr)\,dr=\frac{2\pi}{\varepsilon q}.
\]

A convolution in momentum space is a product in real space. With \(\psi(\mathbf r)=\int d^2k\,e^{i\mathbf k\cdot\mathbf r}\phi(\mathbf k)/(2\pi)^2\), the equation becomes

\[
\left[-\frac{\nabla^2}{2\mu}-\frac{1}{\varepsilon r}\right]\psi=E\psi .
\]

The transition amplitude is the sum of the pair amplitudes, each multiplied by the dipole matrix element. If that element does not depend on \(\mathbf k\), the sum is proportional to \(\int d^2k\,\phi/(2\pi)^2=\psi(0)\). By the golden rule, the spectrum per unit area is proportional to

\[
\sum_j|\psi_j(0)|^2\,\delta(\omega-E_g-E_j).
\]

"Strength" below means the weight \(|\psi_j(0)|^2\), without further factors of \(\omega\). It measures how likely the electron and hole are to be found at the same place.

## First estimate by scaling

Confine the pair to a radius \(R\). Its kinetic energy is about \(1/(2\mu R^2)\) and its potential energy about \(-1/(\varepsilon R)\). Setting the derivative of the sum to zero,

\[
-\frac{1}{\mu R^3}+\frac{1}{\varepsilon R^2}=0
\quad\Rightarrow\quad R=a\equiv\frac{\varepsilon}{\mu},
\qquad E\approx-\mathrm{Ry},\quad \mathrm{Ry}\equiv\frac{\mu}{2\varepsilon^2}.
\]

The density at contact should be about \(1/(\pi a^2)\). For the example, \(a=26.5\) Å and \(\mathrm{Ry}=0.0544\) eV.

For an excited state write \(E=-\mathrm{Ry}/\nu^2\). Classical radial motion reaches out to \(r=2\nu^2a\), where the kinetic energy vanishes. Inside, the wave number is about \(\sqrt{2/(ar)}\), and its integral up to \(r\sim\nu^2a\) is of order \(\nu\). Each new node costs a phase \(\pi\), so \(\nu\) grows in proportion to the level number \(n\), and \(E_n\sim-\mathrm{Ry}/n^2\).

The level spacing is then of order \(\mathrm{Ry}/n^3\), and the classical period, \(2\pi\) over the spacing, grows as \(n^3\). The time spent within \(r<a\) in each period hardly depends on \(n\), because the speed there is set by the deep potential. The contact density is therefore of order \(1/(a^2n^3)\).

Strength divided by spacing is independent of \(n\) and of order \(1/(a^2\mathrm{Ry})=2\mu\). A free pair in a plane has the constant density of states \(\mu/(2\pi)\), also of order \(\mu\). The enhancement at the edge should thus be a finite number of order one. Scaling cannot supply that number, nor the offset between \(\nu\) and \(n\).

## Exact bound states

Measure lengths in \(a\) and energies in \(\mathrm{Ry}\). Since \(1/(2\mu a^2)=\mathrm{Ry}\) and \(1/(\varepsilon a)=2\,\mathrm{Ry}\), the equation reads

\[
-\nabla^2\psi-\frac{2}{r}\psi=E\psi .
\]

Set \(\psi=e^{im\theta}f(r)\), \(s=|m|\), \(E=-1/\nu^2\) and \(\rho=2r/\nu\). Dividing by \(4/\nu^2\) gives, with primes for \(d/d\rho\),

\[
f''+\frac{f'}{\rho}-\frac{s^2}{\rho^2}f+\frac{\nu}{\rho}f-\frac14f=0 .
\]

At large \(\rho\) a bound state decays as \(e^{-\rho/2}\), and near the origin the regular solution behaves as \(\rho^s\). We therefore write \(f=\rho^se^{-\rho/2}w\). Then

\[
f'=\rho^se^{-\rho/2}\left[w'+\left(\frac s\rho-\frac12\right)w\right],
\]
\[
f''=\rho^se^{-\rho/2}\left[w''+2\left(\frac s\rho-\frac12\right)w'+\left(\frac{s^2-s}{\rho^2}-\frac s\rho+\frac14\right)w\right].
\]

On insertion, the terms in \(w/\rho^2\) add up to \(s^2-s+s-s^2=0\), and the constants \(\pm\frac14\) cancel. The terms in \(w/\rho\) leave \(\nu-s-\frac12\). Multiplying by \(\rho\),

\[
\rho w''+(2s+1-\rho)w'+\left(\nu-s-\tfrac12\right)w=0 .
\]

With \(w=\sum_jc_j\rho^j\), the coefficient of \(\rho^j\) requires

\[
(j+1)(j+2s+1)\,c_{j+1}=\left(j+s+\tfrac12-\nu\right)c_j .
\]

If the series does not end, \(c_{j+1}/c_j\to1/j\) at large \(j\), as for \(e^{\rho}\). Then \(w\) grows as \(e^\rho\), up to a power, and \(f\) as \(e^{\rho/2}\), which is not a bound state. The series must end at some \(j=n_r\), so \(\nu=n_r+|m|+\frac12\). With \(n=n_r+|m|+1\),

\[
\boxed{E_n=-\frac{\mathrm{Ry}}{(n-\frac12)^2},\qquad n=1,2,\dots}
\]

For given \(n\), \(m\) runs from \(-(n-1)\) to \(n-1\), which gives \(2n-1\) states.

The second solution at the origin must also be excluded. For \(s\ge1\) it behaves as \(r^{-s}\) and cannot be normalized. For \(s=0\) it behaves as \(\ln r\), which is square integrable, so normalization does not remove it. However, \(\nabla^2\ln r=2\pi\delta(\mathbf r)\), and no other term of the equation contains a delta function to cancel this one. The logarithm is therefore not a solution at the origin.

## Line strengths

States with \(m\ne0\) vanish at \(r=0\) and do not absorb. For \(m=0\) let \(p=n-1\), so \(\nu=p+\frac12\). The recursion becomes \((j+1)^2c_{j+1}=-(p-j)c_j\). With \(c_0=1\) it gives the Laguerre polynomial

\[
L_p(\rho)=\sum_{j=0}^p\binom pj\frac{(-\rho)^j}{j!}.
\]

The norm requires \(I_p=\int_0^\infty\rho e^{-\rho}L_p^2\,d\rho\). Using \(\sum_pt^p\binom pj=t^j/(1-t)^{j+1}\) and then summing over \(j\),

\[
\sum_{p=0}^\infty t^pL_p(\rho)=\frac{e^{-\rho t/(1-t)}}{1-t}.
\]

Multiply this by the same series in \(u\) and integrate with weight \(\rho e^{-\rho}\). The total exponent is \(-B\rho\), where

\[
B=1+\frac t{1-t}+\frac u{1-u}=\frac{1-tu}{(1-t)(1-u)} .
\]

Since \(\int_0^\infty\rho e^{-B\rho}d\rho=1/B^2\),

\[
\sum_{p,q}t^pu^q\int_0^\infty\rho e^{-\rho}L_pL_q\,d\rho=\frac{(1-t)(1-u)}{(1-tu)^2}.
\]

\(I_p\) is the coefficient of \(t^pu^p\). In the numerator \(1-t-u+tu\), only \(1+tu\) contributes to equal powers. As \((1-x)^{-2}=\sum_p(p+1)x^p\), we find \(I_p=(p+1)+p=2p+1=2\nu\).

The function \(\psi=e^{-\rho/2}L_p(\rho)\) has \(\psi(0)=1\). With \(r=\nu\rho/2\), its norm is

\[
2\pi\int_0^\infty r\psi^2dr=2\pi\,\frac{\nu^2}{4}\,2\nu=\pi\nu^3 .
\]

Dividing by the norm and restoring \(a\),

\[
\boxed{|\psi_n(0)|^2=\frac{1}{\pi a^2(n-\frac12)^3}}
\]

The relative strengths are \(1,\,1/27,\,1/125,\dots\). Their sum follows from

\[
\sum_{n=1}^\infty\frac1{(n-\frac12)^3}=8\sum_{n=1}^\infty\frac1{(2n-1)^3}=8\left(1-\tfrac18\right)\zeta(3)=7\zeta(3)=8.414 .
\]

The first line contributes 8 to this sum, so it holds 95.1 % of the discrete strength.

## Absorption above the gap

For \(E=k^2>0\), the \(m=0\) equation is solved by the same series with \(1/\nu=ik\), because \(-1/\nu^2=k^2\). Let \(\eta=1/k\) and \(\alpha=\frac12-\nu=\frac12+i\eta\). The recursion \((j+1)^2c_{j+1}=(j+\alpha)c_j\) gives

\[
\psi=e^{-ikr}\sum_{j=0}^\infty\frac{\Gamma(\alpha+j)}{\Gamma(\alpha)}\frac{(2ikr)^j}{(j!)^2},\qquad\psi(0)=1 .
\]

To find its amplitude at large \(r\), use the beta integral

\[
\int_0^1t^{\alpha+j-1}(1-t)^{-\alpha}dt=\frac{\Gamma(\alpha+j)\Gamma(1-\alpha)}{j!},
\]

which converges because \(\mathrm{Re}\,\alpha=\frac12\). Summing the exponential series under the integral,

\[
\psi=\frac{1}{\Gamma(\alpha)\Gamma(1-\alpha)}\int_0^1e^{ikr(2t-1)}\,t^{-\frac12+i\eta}(1-t)^{-\frac12-i\eta}\,dt .
\]

Here \(\Gamma(1-\alpha)=\Gamma(\alpha)^*\), so the reflection formula gives

\[
|\Gamma(\alpha)|^2=\frac{\pi}{\sin\pi\alpha}=\frac{\pi}{\cosh\pi\eta}.
\]

At large \(r\) the integrand oscillates rapidly, and the leading contributions come from the singular endpoints. Near \(t=0\) the contribution is

\[
e^{-ikr}\int_0^\infty e^{2ikrt}t^{\alpha-1}dt=e^{-ikr}\,\Gamma(\alpha)(-2ikr)^{-\alpha}.
\]

With \(-i=e^{-i\pi/2}\), the factor \((-i)^{-\alpha}=e^{i\pi\alpha/2}\) has modulus \(e^{-\pi\eta/2}\). The modulus of the whole contribution is \(|\Gamma(\alpha)|e^{-\pi\eta/2}(2kr)^{-1/2}\). The endpoint \(t=1\) gives the complex conjugate, so the sum is twice the real part:

\[
\psi\simeq\frac{A}{\sqrt r}\cos\left(kr+\eta\ln2kr+\delta\right),
\]
\[
A^2=\left(\frac{2\cosh\pi\eta}{\pi}\right)^2\frac{\pi}{\cosh\pi\eta}\,\frac{e^{-\pi\eta}}{2k}
=\frac{2}{\pi k}\,e^{-\pi\eta}\cosh\pi\eta ,
\]

where \(\delta\) depends on \(k\) but not on \(r\). Without attraction, \(\eta=0\) and \(A^2=2/(\pi k)\), the value for \(J_0(kr)\).

To turn this amplitude into a spectrum, enclose the pair in a disc of large radius \(R\) with \(\psi(R)=0\). The norm of the function with \(\psi(0)=1\) is

\[
N\simeq2\pi A^2\int_0^R\cos^2(\cdots)\,dr\simeq\pi A^2R .
\]

The boundary condition \(kR+\eta\ln2kR+\delta=(j+\frac12)\pi\) gives \(dj/dk\simeq R/\pi\). The corrections to both results grow at most as \(\ln R\) at fixed \(k\), so they drop out relative to \(R\). With \(dE=2k\,dk\), the strength per unit energy is

\[
D(E)=\frac1N\,\frac{dj}{dk}\,\frac1{2k}=\frac{1}{2\pi^2kA^2}
=\frac1{4\pi}\,\frac{e^{\pi\eta}}{\cosh\pi\eta}.
\]

The free value is \(1/(4\pi)\) at every energy: free pairs absorb with a flat step. In atomic units this is \(1/(4\pi a^2\mathrm{Ry})=\mu/(2\pi)\), the density of states used in the estimate. Since \(\eta=\sqrt{\mathrm{Ry}/E}\), the enhancement is

\[
\boxed{S(E)=\frac{2}{1+e^{-2\pi\sqrt{\mathrm{Ry}/E}}},\qquad\lim_{E\to0^+}S(E)=2}
\]

The disc is made infinite first, and \(E\) tends to zero afterwards. An equivalent form is \(S=1+\tanh(\pi\sqrt{\mathrm{Ry}/E})\). Far above the gap \(S\simeq1+\pi\sqrt{\mathrm{Ry}/E}\), so the effect of the attraction fades slowly.

The bound states give the same edge value from below. In scaled units \(dE_n/dn=2/\nu^3\), and strength divided by spacing is

\[
\frac{1}{\pi\nu^3}\,\frac{\nu^3}{2}=\frac1{2\pi}=2\times\frac1{4\pi}.
\]

If the spacing is instead taken as half the distance between the two neighbouring levels, it equals

\[
\frac12\left[\frac1{(\nu-1)^2}-\frac1{(\nu+1)^2}\right]=\frac{2\nu}{(\nu^2-1)^2},
\]

and the ratio to the free step is \(2(1-1/\nu^2)^2\). The diagonalized states give 1.807 at \(n=5\) and 1.956 at \(n=10\), in agreement. Once broadening exceeds the spacing of the high lines, they merge into a plateau that joins the continuum without a step at the gap.

## Numbers, and comparison with the estimate

For the example, the first binding energy is \(4\times0.05442=0.2177\) eV, and the first line lies at \(2-0.2177=1.782\) eV. The next two lie at 1.976 and 1.991 eV. The contact density of the first state is \(3.64\times10^{-3}\) Å\(^{-2}\).

The ground state is proportional to \(e^{-2r/a}\), so its mean separation is

\[
\langle r\rangle=a\,\frac{\int_0^\infty x^2e^{-4x}dx}{\int_0^\infty xe^{-4x}dx}=a\,\frac{2/64}{1/16}=\frac a2=13.2\ \text{Å}.
\]

| Quantity | Scaling | Exact |
|---|---|---|
| First binding energy | 0.054 eV | 0.218 eV |
| Pair size | 26.5 Å | 13.2 Å |
| Contact density | \(1/(\pi a^2)\) | \(8/(\pi a^2)\) |
| Strength at large \(n\) | \(\sim n^{-3}\) | \((n-\frac12)^{-3}/(\pi a^2)\) |
| Edge enhancement | order one | 2 |

The powers are right, but the binding energy is too small by a factor of 4. The estimate replaced \(\langle1/r\rangle\) by \(1/R\). For a trial function \(e^{-r/R}\), in scaled units, the mean kinetic energy is indeed \(1/R^2\), but

\[
\left\langle\frac1r\right\rangle=\frac{\int_0^\infty e^{-2r/R}dr}{\int_0^\infty re^{-2r/R}dr}=\frac{R/2}{R^2/4}=\frac2R .
\]

The energy is then \(1/R^2-4/R\), with its minimum \(-4\) at \(R=\frac12\). The doubled attraction halves the radius and quadruples the binding.

Above the gap, at \(E=0.1\) eV,

\[
2\pi\sqrt{0.05442/0.1}=4.635,\qquad S=\frac{2}{1+e^{-4.635}}=1.981 .
\]

At 1 eV, \(S\) is still 1.62. The first line has the strength of the free step over a width \((8/\pi)/(1/4\pi)=32\) in units of \(\mathrm{Ry}\), which is 1.74 eV. This width compares weights, but the first-line strength does draw on pairs that far up. The planar transform of \(e^{-2r}\) is proportional to \((k^2+4)^{-3/2}\), so the share of \(\psi(0)\) from momenta above \(K\) is \(2/\sqrt{K^2+4}\) in scaled units. For \(K^2=32\), a pair energy of 1.74 eV above the gap, this share is one third. If the pairs are restricted to \(k<1\) Å\(^{-1}\), the strength drops to 0.84 of the value above while the binding energy changes by 1 %. The strength therefore relies on parabolic bands and a constant dipole element far from the edge, which real bands with a 2 eV gap need not provide.

The numerical check tests the bound-state laws by diagonalization and the continuum factor both by integrating the radial equation and from the levels of a finite disc. The integration returns \(kA^2\), the squared amplitude of the standing wave multiplied by \(k\), whose free value is \(2/\pi\); \(S\) is the ratio of the free value to the interacting one.

## Where the result fails

The model needs a pair much larger than both the layer thickness and the lattice spacing. Here the scale to compare is 13.2 Å. It also needs the same \(\varepsilon\) inside and around the layer: a dielectric contrast turns the attraction into \(W(q)=2\pi/[\varepsilon q(1+r_0q)]\), and the screening length \(r_0\) must be small on the same scale. A finite thickness, or screening that depends on distance, changes the potential at small \(r\), and the series \((n-\frac12)^{-2}\), the strengths and the edge value 2 all change. The approach to the ideal values is slow. With both carriers in the lowest state of an infinite well 1.3 Å thick, a tenth of the pair size, the example gives a binding energy of 0.203 eV, a first-line strength of 0.81 of the ideal one and an edge enhancement of 1.79. For 6.5 Å these become 0.168 eV, 0.53 and 1.55. With zero thickness and \(r_0=10\) Å they are 0.094 eV, 0.20 and 1.3. The ground state, being the most compact, is the first to be checked.

The strengths rest on a dipole element that is constant in \(\mathbf k\). If it vanishes at the band edge and grows linearly with \(\mathbf k\), the amplitude involves the gradient of \(\psi\) at the origin instead of \(\psi(0)\), and states with \(|m|=1\) absorb. Electron-hole exchange and frequency-dependent screening also lie outside the equation solved here.

## Computed results

```
reduced mass = 0.1 electron masses; dielectric constant = 5.0
gap = 2.0000 eV
effective Rydberg Ry = 0.05442 eV; radius a = 26.459 angstrom
basis check: decay (1/a), size, relative energy error at n=5, n=11
  0.5  70  1.6e-13  5.8e-04
  0.25  100  3.2e-14  3.3e-13
lowest m=1 level, diagonalized = -0.024188 eV
lowest m=2 level, diagonalized = -0.008708 eV
diagonalized s states: n, E (eV), line (eV), density (angstrom^-2), rel.
  1  -0.217691  1.782309  3.6375e-03  1.000000
  2  -0.024188  1.975812  1.3472e-04  0.037037
  3  -0.008708  1.991292  2.9100e-05  0.008000
  4  -0.004443  1.995557  1.0605e-05  0.002915
  5  -0.002688  1.997312  4.9897e-06  0.001372
momentum-space ground energy tested at k=0.0/a: -4.000000 Ry
momentum-space ground energy tested at k=1.5/a: -4.000000 Ry
mean pair separation, ground state = 13.229 angstrom
sum of (n-1/2)^-3 = 8.414398
first-line share of discrete strength = 95.075 percent
free-continuum width equal to first line = 1.7415 eV
smoothed line series / free step: n=5 1.8073, n=10 1.9559
continuum factor: k (1/a), integrated, formula
    0.2  1.99997  2.00000
    1.0  1.99627  1.99627
    2.0  1.91715  1.91715
    5.0  1.55689  1.55689
   20.0  1.15580  1.15580
factor integrated at zero energy = 2.0005
disc of radius 40 a: 27 levels with 0.8 < k a < 3
largest relative deviation: free 1.9e-09, pair 9.9e-05
energy above gap (eV), continuum factor
  0.01  2.00000
  0.10  1.98078
  0.50  1.77649
  1.00  1.62483
```
